# Tamm-Dancoff oscillator strengths and the Thomas-Reiche-Kuhn sum rule

## Question

I compute singlet absorption spectra with linear-response time-dependent density functional theory, usually in the Tamm-Dancoff approximation (TDA), which drops the matrix $B$. The TDA problem is an ordinary Hermitian eigenvalue problem, and its eigenvectors form a complete set. I therefore expected closure to give the Thomas-Reiche-Kuhn rule: the oscillator strengths should add up to the number of electrons $N$, and the length and velocity formulas should agree in a complete basis.

Is that right? If not, how large is the error for a single transition, and for an atom?

## Answer

It is not right for either the length or the velocity strengths. Closure of the TDA eigenvectors is true, but a length sum also contains a factor of the excitation energy, so it returns the matrix $A$ instead of the bare orbital gaps. In the full equations $B$ removes the difference. For the two-electron model atom below, the TDA length sum is 22% too large and the velocity sum 18% too small.

I use atomic units, a closed-shell ground state, real orbitals, a complete one-particle basis, a local Kohn-Sham potential and an adiabatic density kernel. Indices $i,j$ denote occupied orbitals and $a,b$ empty ones.

### Where the two matrices come from

Let a weak disturbance change each occupied orbital to
$$
\phi_i(t)=e^{-i\varepsilon_i t}\Big[\phi_i+\sum_a c_{ia}(t)\phi_a\Big].
$$
To first order, the time-dependent Kohn-Sham equation gives
$$
i\dot c_{ia}=(\varepsilon_a-\varepsilon_i)c_{ia}+\langle a|\delta v|i\rangle .
$$
With two electrons per orbital, $\delta n=2\sum_{jb}\phi_j\phi_b(c_{jb}+c_{jb}^*)$. This density changes the potential through the Hartree-exchange-correlation kernel $f_{\rm Hxc}$, so
$$
i\dot c=Dc+K(c+c^*),\qquad K_{ia,jb}=2(ia|f_{\rm Hxc}|jb).
$$
Here $D$ is diagonal, with elements $\varepsilon_a-\varepsilon_i$. Insert $c=Xe^{-i\omega t}+Ye^{i\omega t}$ with real $X,Y$ and compare the two exponentials:
$$
\omega X=DX+K(X+Y),\qquad -\omega Y=DY+K(X+Y).
$$
These are the Casida equations with $A=D+K$ and $B=K$. The TDA sets $Y=0$ and keeps $AX=\omega X$.

Write $P=X+Y$ and $M=X-Y$. Adding and subtracting the two equations gives
$$
(A+B)P=\omega M,\qquad (A-B)M=\omega P. \tag{1}
$$
I assume that $A+B$ and $A-B$ are positive definite, so that there is no instability. Let $S=(A-B)^{1/2}$. The second equation gives $M=\omega S^{-2}P$. Put this into the first, write $P=SF/\sqrt\omega$, and multiply by $S$ from the left:
$$
S(A+B)S\,F=\omega^2F. \tag{2}
$$
This is a symmetric problem with positive eigenvalues and a complete orthonormal set $F_n$. Since $M=\sqrt\omega\,S^{-1}F$, the condition $F\cdot F=1$ means $P\cdot M=X\cdot X-Y\cdot Y=1$.

### The oscillator strength

Define $d_{ia}=\sqrt2\,\langle a|z|i\rangle$. The strength along $z$ is
$$
f_n=2\omega_n|\langle0|z|n\rangle|^2=2\omega_n(d\cdot P_n)^2, \tag{3}
$$
where $z$ in the many-electron matrix element means the sum over electrons. For a spherical atom, $f_n$ equals the orientational average, summed over the degenerate components of the line.

The second equality, including its normalization, follows from a momentum kick. Multiplying every orbital by $e^{i\kappa z}$ gives each electron the momentum $\kappa$. In exact theory the state becomes $|0\rangle+i\kappa\sum_n|n\rangle\langle n|z|0\rangle$, apart from a phase, and the induced displacement summed over electrons is
$$
Z(t)=2\kappa\sum_n|\langle0|z|n\rangle|^2\sin\omega_nt
=\kappa\sum_n\frac{f_n}{\omega_n}\sin\omega_nt. \tag{4}
$$

In the Kohn-Sham calculation the kick sets $c(0)=i\kappa d/\sqrt2$. Let $q=c+c^*$ and $s=-i(c-c^*)$. The imaginary and real parts of the equation for $c$ give $\dot q=Ds$ and $\dot s=-(D+2K)q$. Hence $\ddot q=-D(D+2K)q$, with $q(0)=0$ and $\dot q(0)=\sqrt2\,\kappa Dd$. Because $D=A-B=S^2$ and $D+2K=A+B$, equation (2) gives
$$
q(t)=\sqrt2\,\kappa\sum_n SF_n\,(F_n\cdot Sd)\frac{\sin\omega_nt}{\omega_n}.
$$
The displacement is $Z=\sqrt2\,d\cdot q$. Comparison with (4) gives $f_n=2(F_n\cdot Sd)^2$, which is (3).

### Why the full equations obey the rule

Sum the strengths and use $\sum_nF_nF_n^T=1$:
$$
\sum_nf_n=2d^TS\Big(\sum_nF_nF_n^T\Big)Sd=2d^T(A-B)d=2d^TDd. \tag{5}
$$
The coupling $K$ has cancelled. It remains to evaluate
$$
2d^TDd=4\sum_{ia}(\varepsilon_a-\varepsilon_i)|\langle a|z|i\rangle|^2 .
$$
The sum over $a$ may be extended to all orbitals: the added occupied-occupied terms cancel in pairs, because the energy difference is antisymmetric and the squared dipole symmetric. For the orbital Hamiltonian $h=-\tfrac12\nabla^2+v$, the local potential commutes with $z$, so $[h,z]=-\partial_z$ and $[z,[h,z]]=1$. Expanding the double commutator in orbital $i$ gives
$$
1=2\langle i|zhz|i\rangle-2\varepsilon_i\langle i|z^2|i\rangle
=2\sum_p(\varepsilon_p-\varepsilon_i)|\langle p|z|i\rangle|^2 .
$$
Each of the $N/2$ occupied orbitals therefore contributes $4\times\tfrac12=2$, and the total is $N$.

The same commutator gives the velocity amplitudes
$$
v_{ia}=-\sqrt2\,\langle a|\partial_z|i\rangle=(Dd)_{ia}.
$$
The derivative is antisymmetric between real orbitals, so $X$ and $Y$ enter with opposite signs and the velocity strength is $f_V=2(v\cdot M)^2/\omega$. From (1),
$$
\omega\,d\cdot P=d^T(A-B)M=d^TDM=v\cdot M .
$$
Squaring and multiplying by $2/\omega$ shows that the length and velocity strengths agree for every root.

### What changes in the TDA

Now $AX_n=\omega_nX_n$, with $X_n\cdot X_n=1$. Your closure relation is $\sum_nX_nX_n^T=1$, but the length sum needs $\sum_n\omega_nX_nX_n^T=A$. Therefore
$$
S_L=\sum_n2\omega_n(d\cdot X_n)^2=2d^TAd=N+2d^TBd. \tag{6}
$$
Gauge agreement fails through the same matrix:
$$
\omega_n\,d\cdot X_n-v\cdot X_n=d^T(A-D)X_n=d^TBX_n. \tag{7}
$$

There is one sum for which your argument works. The mixed strength $f_M=2(d\cdot X)(v\cdot X)$ has no factor of $\omega$, and closure gives $\sum f_M=2d\cdot v=2d^TDd=N$. For each root $f_M^2=f_Lf_V$. A correct mixed total does not make the separate intensities equal to the full ones, as the atom will show.

The velocity sum is $S_V=2v^TA^{-1}v$. The Cauchy-Schwarz inequality for $A^{1/2}d$ and $A^{-1/2}v$ gives $(d\cdot v)^2\le(d^TAd)(v^TA^{-1}v)$, hence $S_V\ge N^2/S_L$. If $B$ is positive semidefinite, there is also an upper bound. Write
$$
v^TA^{-1}v=\max_x(2x\cdot v-x^TAx).
$$
Since $x^TAx\ge x^TDx$, this is at most $v^TD^{-1}v=d^TDd=N/2$, so $S_V\le N$. An exchange-correlation kernel can make $B$ indefinite, so neither this upper bound nor a positive length error is guaranteed for every functional.

The kick shows the physical content. Immediately after it, (4) gives $\dot Z(0)=\kappa\sum f_n$. The electrons carry total momentum $N\kappa$, so their summed velocity must be $N\kappa$. In the TDA, $i\dot c=Ac$ and $c(0)=i\kappa d/\sqrt2$ give $\dot c(0)=\kappa Ad/\sqrt2$, hence $\dot Z(0)=2\kappa d^TAd=\kappa S_L$. The density starts to move at a rate that does not match the momentum supplied.

To isolate the role of $B$, keep $A$ fixed and replace $B$ by $\lambda B$. As long as the problem stays stable, the first part of (5) gives
$$
\sum_nf_n=2d^T(A-\lambda B)d=N+(1-\lambda)\,2d^TBd.
$$
The error falls linearly as the coupling is restored.

### One transition

For one gap $\Delta$ and one coupling $K$, $A=\Delta+K$ and $B=K$. Let $f_0=2\Delta d^2$ be the bare strength. The full equations give
$$
\omega=\sqrt{\Delta(\Delta+2K)},\qquad f_L=f_V=f_0,
$$
while the TDA gives
$$
\omega=\Delta+K,\qquad
f_L=f_0\Big(1+\frac K\Delta\Big),\qquad
f_V=\frac{2(\Delta d)^2}{\Delta+K}=\frac{f_0}{1+K/\Delta}.
$$
The relative length error is $K/\Delta$. The full and TDA energies differ only at second order in this ratio, since $\sqrt{1+2x}=1+x-x^2/2+\dots$ with $x=K/\Delta$. Close energies therefore do not guarantee close intensities.

Take $\Delta=0.40$ hartree, $d=1$ bohr and $K=0.10$ hartree. Then $f_0=2(0.40)(1)^2=0.80$. The energies are $\sqrt{0.40\times0.60}=0.490$ hartree in full and $0.500$ hartree in the TDA, a 2% difference. The TDA strengths are $f_L=2(0.500)(1)^2=1.00$ and $f_V=2(0.40)^2/0.500=0.64$, which are 25% above and 20% below the full value.

A negative $K$ lowers the root. At $K=-0.19$ hartree the full energy is $\sqrt{0.40\times0.02}=0.089$ hartree, but the TDA energy is still $0.21$ hartree. The full strength stays at $0.80$; the TDA gives $0.42$ in length form and $1.52$ in velocity form. As $K\to-\Delta/2$ from above, these tend to $f_0/2$ and $2f_0$. The full energy tends to zero at fixed $f$, so the squared transition dipole $f/(2\omega)$ diverges. Below $-\Delta/2$ the full frequency is imaginary and there is no excitation to which a strength could be assigned. The TDA root stays positive down to $K=-\Delta$, so the TDA energy alone gives no warning. The strong coupling does show in the ratio $f_V/f_L=(1+K/\Delta)^{-2}$, which is 4 at $K=-\Delta/2$.

### An atom

Take two electrons in the softened nuclear potential $-2/\sqrt{r^2+1}$, with ordinary Coulomb repulsion and exact exchange. This is a three-dimensional model atom with round parameters. Both electrons occupy one $s$ orbital $\phi$, so exchange cancels half the Hartree energy:
$$
E_{\rm Hx}=\frac14\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\qquad
f_{\rm Hx}=\frac1{2|\mathbf r-\mathbf r'|}.
$$
The factor 2 in $K$ cancels the factor $\tfrac12$ here, leaving the plain Coulomb integral $K_{ab}=(\phi a|\phi b)$.

The TDA excess can now be found without any excited states. Inserting $d_a=\sqrt2\langle a|z|\phi\rangle$ gives
$$
2d^TBd=4\sum_{ab}\langle a|z|\phi\rangle\langle b|z|\phi\rangle(\phi a|\phi b).
$$
By completeness, $\sum_a\phi_a\langle a|z|\phi\rangle=z\phi$; the occupied orbital is missing from the sum, but $\langle\phi|z|\phi\rangle=0$. Each side of the Coulomb integral then contains $z\phi^2=zn/2$, and
$$
S_L-N=\iint\frac{z\,n(\mathbf r)\,z'\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'. \tag{8}
$$
This is twice the electrostatic self-energy of the charge distribution $zn$, so it is positive. The same reasoning makes $K$ positive semidefinite, and the bounds on $S_V$ apply. If the density is stretched by a factor $s$ at fixed shape and fixed $N$, the two coordinates contribute $s^2$ and the Coulomb factor $1/s$. The excess grows as $s$: at equal shape, a more diffuse two-electron atom has the larger error.

On the radial grid, the totals for $N=2$ are:

| Calculation | Length | Velocity |
|---|---:|---:|
| Full | 2.000 | 2.000 |
| TDA | 2.450 | 1.636 |

Relative to the full sums, the errors are $+22.5\%$ and $-18.2\%$. The length excess is $0.450$ from the spectra and $0.450$ from (8). The mixed TDA sum is $2.000$. The velocity sum lies slightly above its lower bound of $1.633$.

The lowest $s\to p$ transition looks different from the totals. Its energy is 6.10 eV in full and 6.14 eV in the TDA, a difference of 0.6%. Its full strength is $0.893$. The TDA gives $0.98$ in length form, $0.71$ in velocity form and $0.83$ in mixed form: errors of $+10\%$, $-21\%$ and $-7\%$ relative to the full strength.

The one-transition formula would leave the full strength at its bare value, $1.271$, but the calculation gives $0.893$. The atom has many $p$ orbitals, and $K$ mixes their transitions. Equation (5) protects the total, not each line. Of the total length excess, the lowest line carries $0.9795-0.8934=0.086$; the remaining $0.364$ belongs to the higher transitions together.

Restoring $B$ in steps on a coarser grid gives length sums of $2.4483$, $2.2235$ and $1.9986$ for $\lambda=0$, $\tfrac12$ and $1$. The middle value lies halfway, as predicted.

### A case with a known spectrum

Replace the nucleus by the harmonic potential $\tfrac12\omega_0^2r^2$. The Hartree-exchange potential exerts no net force on the density, because its pair force is antisymmetric under exchange of $\mathbf r$ and $\mathbf r'$. The displacement then obeys
$$
\ddot Z=-\int n\,\partial_zv_{\rm ext}\,d^3r=-\omega_0^2Z .
$$
A kick can excite one frequency only, $\omega_0$, and by the sum rule that line has strength 2.

For $\omega_0=0.50$ hartree, the full calculation gives a line at $0.500$ hartree with strength $2.00$. The TDA puts its strongest line at $0.508$ hartree with length strength $2.41$, and its length sum is $2.42$. Here the correct answer is known independently of the Casida algebra, and the full equations reproduce it. The numerical check checks this case and the atom numerically.

### When the full calculation can miss $N$

A truncated orbital basis spoils the completeness used in the commutator step, so even the full sum can then differ from $N$. On the radial grid used here the remaining deficit is about $10^{-4}$ and grows fourfold when the spacing is doubled, as expected for a second-order discretization error.

Nonlocal exchange needs separate care, because a nonlocal potential does not commute with $z$ and $A-B$ is no longer the diagonal matrix of gaps. For this two-electron atom the result can be worked out. Let $J$ be the Coulomb potential of one electron in $\phi$, and let $h$ be the exact-exchange Kohn-Sham Hamiltonian, which contains $J$ once. On the $p$ orbitals the Hartree-Fock operator is $h+J-K$, since the exchange operator has the matrix elements $(\phi a|\phi b)$. To get the response matrices, linearize the time-dependent Hartree-Fock equation, whose two-electron part is $2J-K$, with $\delta\phi=\sum_bc_b\phi_b$. The unperturbed operator acts on $\delta\phi$. The change of $2J$, acting on $\phi$, gives $2K(c+c^*)$. The exchange operator maps $\psi$ to $\phi(\mathbf r)\int\phi^*(\mathbf r')\psi(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$; its change, acting on $\phi$, gives $Jc$ from the factor $\phi$ and $Kc^*$ from the factor $\phi^*$, both entering with a minus sign. The coefficients of $c$ and of $c^*$ are
$$
A=(h+J-K-\varepsilon_\phi)+2K-J=h-\varepsilon_\phi+K,\qquad B=2K-K=K .
$$
These are the same operators as before, written in other empty orbitals, so the full sum rule survives. On the coarser grid the bare Hartree-Fock transitions, without any response coupling, add up to $4.10$ instead of 2; the full Hartree-Fock response gives $2.00$.

The full equations keep the total strength and the agreement of the length and velocity forms, and the TDA keeps neither. That is a reason to prefer the full equations for intensities when the reference state is stable. It does not make each full line exact: the single-line errors quoted for the atom are measured against the full result, not against the exact spectrum, and close to an instability the full squared transition dipole diverges if the mode that goes soft is dipole-allowed, as in the one-transition example. If you must use the TDA, compare length and velocity strengths: in a nearly complete basis, and with a local potential and an adiabatic density kernel, (7) attributes their disagreement to the missing $B$.

## Numbers as computed

```
One transition: gap 0.40 hartree, dipole 1.0 bohr
  bare oscillator strength 0.8000
  coupling 0.10 hartree:
    full: omega 0.4899 hartree, f length 0.8000, velocity 0.8000
    TDA:  omega 0.5000 hartree, f length 1.0000, velocity 0.6400
  coupling -0.19 hartree:
    full: omega 0.0894 hartree, f length 0.8000, velocity 0.8000
    TDA:  omega 0.2100 hartree, f length 0.4200, velocity 1.5238
Harmonic trap, two electrons, trap frequency 0.50 hartree
  bare gap of lowest s-p transition 0.4207 hartree
  full: strongest line 0.5000 hartree, f 1.9995, sum 1.9995
  TDA:  strongest line 0.5083 hartree, f 2.4122, sum 2.4171
Model atom: 2 electrons, charge 2.0, softening 1.0 bohr
  grid spacing 0.025 bohr, box 25.0 bohr, 999 points
  s orbital energy -0.3215 hartree, rms radius 2.4727 bohr
  lowest p orbital energy -0.1132 hartree
  Lowest s-p transition:
    bare: gap 0.2084 hartree, f 1.2712
    diagonal coupling K 0.02307 hartree
    full: omega 0.22424 hartree = 6.102 eV
    full: f length 0.8934, velocity 0.8934
    TDA:  omega 0.22555 hartree = 6.137 eV
    TDA:  f length 0.9795, velocity 0.7062, mixed 0.8317
    TDA length/velocity ratio 1.3870
  Sums over all transitions (exact value is the electron number):
    bare Kohn-Sham 1.9999
    full: length 1.9999, velocity 1.9999
    TDA:  length 2.4496, velocity 1.6359, mixed 1.9999
    TDA length excess from spectra 0.4497
    same excess from ground-state density 0.4497
    TDA length error 22.49 percent
    TDA velocity error -18.20 percent
    lower bound on TDA velocity sum 1.6327
    sum-rule deficit ratio on doubling the spacing 4.000
  Length sum with B scaled (spacing 0.1 bohr):
    scale 0.0: 2.4483
    scale 0.5: 2.2235
    scale 1.0: 1.9986
  Hartree-Fock orbitals (spacing 0.1 bohr):
    bare sum 4.0994, full sum 1.9986
```
